# Energy Spectrum of Sputtered Atoms Leaving Through a Planar Surface Barrier

An ion strikes a solid and sets one of its atoms in motion. That atom strikes others, and a collision cascade develops. Some of the moving atoms reach the surface and leave; they are the sputtered atoms that form a film on a wafer. The problem asks how their energies and directions are distributed.

Energies and directions inside the solid carry a prime, \(E'\) and \(\theta'\); those outside do not. Angles are measured from the outward surface normal, with \(\mu=\cos\theta\) and \(\mu'=\cos\theta'\). Leaving costs the surface binding energy \(U\). "Spectrum" means the number of atoms crossing a plane per unit energy. It is not the number per unit volume, nor the number per unit speed.

## (a) The flux inside the solid

**Model the atoms as equal hard spheres, with the struck atom at rest and no energy lost to binding in the bulk. A primary recoil starts with energy \(T\). Find the energy spectrum of the internal flux, and find how well an atom of energy \(E'\) remembers the direction of the primary.**

*Solution.* Hard spheres scatter isotropically in the centre-of-mass frame, so the cosine of the scattering angle \(\chi\) there is uniformly distributed. For equal masses, an atom of energy \(E''\) keeps \(E''(1+\cos\chi)/2\) and gives the rest away. Each of the two atoms therefore leaves the collision with an energy uniformly distributed between 0 and \(E''\), with probability density \(1/E''\).

Let \(F(E')\,dE'\) be the mean number of atoms that begin a free flight with energy in \(dE'\), counted over the whole cascade. Such an atom is either the primary or one of the two products of a collision at higher energy:
\[
F(E')=\delta(E'-T)+2\int_{E'}^{T}\frac{F(E'')}{E''}\,dE'' .
\]
Write \(F=\delta(E'-T)+g(E')\). The delta function under the integral contributes \(2/T\), so
\[
g(E')=\frac{2}{T}+2\int_{E'}^{T}\frac{g(E'')}{E''}\,dE'' .
\]
Differentiation with respect to the lower limit gives \(g'(E')=-2g(E')/E'\), hence \(g=C/E'^2\). At \(E'=T\) the integral vanishes and \(g(T)=2/T\), so \(C=2T\):
\[
F(E')=\frac{2T}{E'^2}\qquad(E'<T).
\]
The number of flights begun above an energy \(E'\), the primary included, is
\[
1+2T\left(\frac1{E'}-\frac1T\right)=\frac{2T}{E'}-1 .
\]

The flux is the path length travelled per unit volume and time. Hard spheres have a cross-section that does not depend on energy, so each flight has the same mean length, and the flux inherits the law \(1/E'^2\). The density of moving atoms is the flux divided by the speed and follows a different power.

For the direction, let the incoming momentum \(\mathbf p\) divide into \(\mathbf p_1+\mathbf p_2\). With equal masses, energy conservation reads \(p^2=p_1^2+p_2^2\), so \(\mathbf p_1\cdot\mathbf p_2=0\) and \(\mathbf p_1\cdot\mathbf p=p_1^2\). The angle between \(\mathbf p_1\) and \(\mathbf p\) thus has cosine \(p_1/p\), the square root of the energy ratio. The azimuth of each collision is random, so on averaging the cosines of successive deflections multiply. Their product telescopes, because each intermediate energy appears once above and once below:
\[
\langle\cos\alpha\rangle=\sqrt{\frac{E'}{T}} ,
\]
where \(\alpha\) is the angle to the primary's direction. For \(E'\ll T\) this is small. A small mean cosine does not by itself prove isotropy, but it makes an isotropic flux a reasonable first assumption, which part (f) examines.

## (b) Through the barrier

**Take the internal flux as isotropic with spectrum \(1/E'^2\). The surface is flat, and its binding force acts along the normal. Find the emitted flux per unit energy and solid angle.**

*Solution.* An isotropic flux sends equal numbers into equal solid angles, but a plane intercepts them in proportion to its projected area, which brings in a factor \(\mu'\). The number of atoms arriving at the surface is
\[
dN=\frac{A\,\mu'}{E'^2}\,dE'\,d\Omega' ,
\]
with \(A\) a constant.

A force along the normal leaves the parallel momentum unchanged. The two conservation laws are
\[
E=E'-U,\qquad E(1-\mu^2)=E'(1-\mu'^2).
\]
Subtracting the second from the first, written as \(E'=E+U\), gives the balance of normal energies,
\[
E'\mu'^2=E\mu^2+U .
\]
An atom escapes if \(E'\mu'^2>U\). Having \(E'>U\) is not enough.

Now change variables. The azimuth is unchanged, and \(E'\) depends on \(E\) alone, with \(dE'=dE\). The Jacobian therefore reduces to the derivative of \(\mu'\) with respect to \(\mu\) at fixed energy. Differentiating the normal balance,
\[
2E'\mu'\,d\mu'=2E\mu\,d\mu
\quad\Rightarrow\quad
\mu'\,d\mu'=\frac{E}{E+U}\,\mu\,d\mu .
\]
The left side is the combination that occurs in \(dN\), since \(d\Omega'=d\mu'\,d\varphi\). Substitution gives
\[
dN=\frac{A}{(E+U)^2}\,\frac{E}{E+U}\,\mu\,dE\,d\Omega
=\frac{A\,E\cos\theta}{(E+U)^3}\,dE\,d\Omega .
\]
This is the Thompson distribution. Two powers of \(E+U\) come from the cascade. The remaining factor \(E/(E+U)\) comes from refraction at the barrier. The angular law is a cosine at every energy, because the isotropic flux inside supplied the factor \(\mu'\) and refraction turned \(\mu'd\mu'\) into \(\mu\,d\mu\).

## (c) Peak, median and tail

**Normalize the energy spectrum. Find its maximum, its median and its limits at low and high energy. At which energy does the spectrum per unit speed peak?**

*Solution.* Integration over the outward hemisphere multiplies by \(\int\mu\,d\Omega=\pi\) and leaves \(E/(E+U)^3\). To normalize, note that
\[
\frac{d}{dE}\frac{E^2}{(E+U)^2}
=\frac{2E(E+U)-2E^2}{(E+U)^3}
=\frac{2UE}{(E+U)^3}.
\]
The function being differentiated rises from 0 to 1, so the normalized spectrum and the share of atoms below \(E\) are
\[
f(E)=\frac{2UE}{(E+U)^3},\qquad P(E)=\frac{E^2}{(E+U)^2}.
\]
The maximum follows from the logarithmic derivative,
\[
\frac{f'}{f}=\frac1E-\frac{3}{E+U}=\frac{U-2E}{E(E+U)} ,
\]
which is positive below \(E=U/2\) and negative above. The spectrum has a single peak, at half the binding energy, with height
\[
f(U/2)=\frac{U^2}{(3U/2)^3}=\frac{8}{27U}.
\]

The median satisfies \(E/(E+U)=1/\sqrt2\), so \(E=U/(\sqrt2-1)=(1+\sqrt2)U\). It lies far above the peak because the tail is long. For \(E\gg U\), \(f\to2U/E^2\): fast atoms hardly notice the barrier and keep the cascade law. For \(E\ll U\), \(f\to2E/U^2\): the spectrum starts linearly from zero. The mean of \(E\) involves \(\int dE/E\) at high energy and diverges logarithmically, so it needs the upper limit treated in part (e).

With \(v\) the speed and \(m\) the atomic mass, \(dE=mv\,dv\). The spectrum per unit speed is \(mv f\), proportional to \(E^{3/2}/(E+U)^3\). Its maximum obeys \(3/(2E)=3/(E+U)\), or \(E=U\). The two peaks belong to different energies, although both curves describe the same atoms.

## (d) What makes the peak

**Recover the spectrum by counting the atoms that escape at each internal energy. Then find what happens if the barrier takes \(U\) from every atom regardless of direction, and if the internal law is \(E'^{-n}\) with \(n>1\).**

*Solution.* Atoms of energy \(E'>U\) escape if \(\mu'>\mu_c=\sqrt{U/E'}\). The outward crossing flux has the normalized distribution \(2\mu'\,d\mu'\), so the escaping share is
\[
\int_{\mu_c}^{1}2\mu'\,d\mu'=1-\mu_c^2=1-\frac{U}{E'} .
\]
Multiplication by the internal spectrum gives
\[
\frac1{E'^2}\left(1-\frac U{E'}\right)=\frac{E'-U}{E'^3}=\frac{E}{(E+U)^3},
\]
as before, without a Jacobian. Just above threshold the escape cone closes, and this takes the spectrum to zero at \(E=0\). Of all outward crossings with \(E'>U\), the escaping share is
\[
U\int_U^\infty\left(\frac1{E'^2}-\frac{U}{E'^3}\right)dE'
=U\left(\frac1U-\frac1{2U}\right)=\frac12 .
\]

A barrier blind to direction lets every atom with \(E'>U\) out. The spectrum is then \(1/(E+U)^2\), which falls from \(E=0\) onwards. The peak here thus comes from the closing escape cone of the planar barrier; an energy loss \(U\) alone does not produce it.

For the internal law \(E'^{-n}\) and a planar barrier, the same count gives \(E/(E+U)^{n+1}\). Setting \(1/E=(n+1)/(E+U)\) yields
\[
E_{\rm peak}=\frac Un .
\]
The factor one half is therefore a property of the inverse-square cascade.

The results for the inverse-square law were tested with two million rays drawn from that law and refracted through their velocity components, for \(U=4.4\) eV. The escaping share was 0.4999. The largest difference between the sampled cumulative share and \(P(E)\) was 0.001. The mean exit cosine was 0.6671, 0.6674 and 0.6663 for energies below \(U\), from \(U\) to \(5U\), and above \(5U\); a cosine law gives \(\int_0^1 2\mu^2d\mu=2/3\). With the planar barrier, 8331 rays fell between 0 and \(0.1U\) and 29526 between \(0.4U\) and \(0.5U\), so the spectrum rises. With the direction-blind barrier the counts were 182253 and 94971, so it falls.

## (e) Cobalt sputtered by argon

**A 500 eV argon ion beam sputters cobalt. Take 4.4 eV as a rough surface binding energy, and masses of 39.95 u and 58.93 u. Let the internal spectrum end at the largest recoil energy \(E_{\max}\). Find the peak, median and mean energies, the share of atoms above 50 eV, and the path of an atom that leaves with the peak energy.**

*Solution.* In a head-on elastic collision the ion transfers the fraction
\[
\frac{4m_1m_2}{(m_1+m_2)^2}=\frac{4(39.95)(58.93)}{(98.88)^2}=0.9632 ,
\]
so \(E_{\max}=481.6\) eV and \(r=E_{\max}/U=109.4\).

A sharp end to a pure inverse-square law has some basis in the hard-sphere model. There, the first collision of the ion gives recoil energies \(T\) uniform between 0 and \(E_{\max}\). The average of \(F\) over \(T\), with the delta function included, is
\[
\frac1{E_{\max}}\left[1+\int_{E'}^{E_{\max}}\frac{2T}{E'^2}\,dT\right]
=\frac{1}{E_{\max}}\left[1+\frac{E_{\max}^2-E'^2}{E'^2}\right]
=\frac{E_{\max}}{E'^2},
\]
right up to the ceiling. Later collisions of the slowed ion have lower ceilings, which this estimate ignores. With them included and the flux still taken as isotropic, the hard-sphere model gives a median of about 9.8 eV, a mean of about 25 eV and a share above 50 eV of about 12 %, somewhat below the values found next.

The peak is inside the allowed range and does not move:
\[
E_{\rm peak}=\frac{4.4\ \text{eV}}2=2.20\ \text{eV},
\]
which for cobalt is a speed of 2.68 km/s. The spectrum per unit speed peaks at 4.40 eV, or 3.80 km/s.

The emitted energies now end at \(E_{\max}-U\), where \(P=(1-1/r)^2\). All shares must be divided by this number. The median obeys
\[
\frac{E}{E+U}=\frac{1-1/r}{\sqrt2},
\]
which gives 10.30 eV, against 10.62 eV without a ceiling. The share above 50 eV is
\[
1-\frac{(50/54.4)^2}{(1-1/109.4)^2}=14.0\ \% .
\]
For the mean, substitute \(s=E+U\):
\[
\int_0^{E_{\max}-U}\!Ef\,dE
=2U\int_U^{E_{\max}}\left(\frac1s-\frac{2U}{s^2}+\frac{U^2}{s^3}\right)ds
=2U\left[\ln r-2+\frac2r+\frac12-\frac1{2r^2}\right].
\]
Division by the norm gives
\[
\langle E\rangle=2U\,\frac{\ln r-\frac32+\frac2r-\frac1{2r^2}}{(1-1/r)^2}=28.8\ \text{eV}.
\]
The mean is thirteen times the peak energy. In this model the peak therefore says little about the kinetic energy carried by the emitted atoms. The slower half of them, all below 10.30 eV, contributes less than \(10.30/2=5.15\) eV to the mean of 28.8 eV, which is under a fifth.

An atom that leaves with 2.20 eV had 6.60 eV inside. Its escape cone has \(\cos\theta'_c=\sqrt{4.4/6.6}\), a half-angle of 35.26°, and a share \(1-4.4/6.6=1/3\) of the outward flux at that energy lies within it. If it approached the surface at 20.0°, then
\[
\sin\theta=\sqrt{\frac{6.60}{2.20}}\,\sin20.0^\circ ,
\]
and it leaves at 36.3°. The barrier bends its path away from the normal.

## (f) How far the assumptions hold

**For the same cobalt target, estimate the effect of the beam's direction on the emitted flux. Then judge the other idealizations.**

*Solution.* Let the primary recoil move straight into the solid with energy \(E_{\max}\). By part (a), an atom of energy \(E'\) has the mean inward cosine \(a=\sqrt{E'/E_{\max}}\). The simplest angular density with this mean is \((1+b\cos\alpha)/4\pi\). Its mean cosine is \(\frac12\int_{-1}^1 x(1+bx)\,dx=b/3\), so \(b=3a\). Outward directions have \(\cos\alpha=-\mu'\), and the escaping share of part (d) becomes
\[
\int_{\mu_c}^1 2\mu'(1-3a\mu')\,d\mu'
=(1-\mu_c^2)-2a(1-\mu_c^3).
\]
The second term is the loss caused by the memory of the beam. It is a first-order estimate; for \(E'>E_{\max}/9\) the assumed density turns negative around the outward normal, and the formula loses its justification.

At the peak, \(a=\sqrt{6.60/481.6}=0.117\). This looks small, but the lost fraction is the second term divided by the first, \(2a(1-\mu_c^3)/(1-\mu_c^2)\). With \(\mu_c^2=4.4/6.6\) this is \(2.73\,a=0.32\). For emitted energies below \(2U\), the formula reduces the yield to 0.655 of the isotropic value. A simulated hard-sphere cascade in an unbounded solid, with 20000 primaries all heading inward at \(E_{\max}\), gives 0.645. The same simulation yields 217.81 flights above 4.4 eV per primary, where part (a) predicts 217.90.

The peak moves from 2.20 to 2.06 eV according to the formula, and to 2.05 eV when the higher angular orders are kept. The median moves much further, from 10.30 to 6.9 eV in the simulation, because \(a\) grows with energy and the fast atoms are the ones that still travel inward. The memory of the beam thus shifts the peak only slightly, while at this ion energy it changes the tail strongly: the mean falls to about 12 eV and the share above 50 eV to about 3 %, against 28.8 eV and 14.0 % in part (e).

The other idealizations have these sizes, each taken alone:

- **The vacuum side.** No atoms arrive from outside the solid to scatter back. In a simulated half-space, isotropic primaries of energy \(E_{\max}\) start within ten mean free paths of the surface, and atoms that fail to escape are reflected inward. In this run the yield is 0.83 of the ideal value, the median 11.1 eV and the mean exit cosine 0.679. These values still depend on the thickness of the layer, because deeper primaries also send atoms to the surface. For layers of twenty and thirty mean free paths they settle at a yield of about 0.87, a median of 10.6 eV and a mean exit cosine of 0.680. The ideal median for primaries that all start at \(E_{\max}\) is about 10.5 eV, so the vacuum side lowers the yield by about 13 % and hardly moves the median.
- **The collision law.** If softer collisions gave an internal exponent of 1.6 instead of 2, the peak would lie at \(4.4/1.6=2.75\) eV.
- **The process gas.** At 0.1 mTorr and 300 K, with a rough cross-section of 0.3 nm², the mean free path is about 1 m. Over a throw of 20 cm, a share of about \(1-e^{-0.2}\), or roughly 18 %, of the atoms collide before they reach the wafer. This single value ignores that the cross-section of a screened repulsion falls by a factor of two or more between 2 and 30 eV, so fast atoms collide less often than slow ones. At fixed temperature the path varies inversely with pressure, so at ten times this pressure most atoms would collide and the emitted spectrum would no longer describe the arriving atoms.

The chosen ion energy, pressure and throw lie in the regime of ion-beam sputter deposition, and 4.4 eV is a rough value near the cohesive energy of cobalt. For head-on primaries, the memory of the beam lowers the median by about a third relative to the model with a ceiling; when all collisions of the argon ion are followed in the unbounded hard-sphere model, the effect is a little weaker, with \(a\approx0.095\) at the peak and a median near 7.3 eV. The memory of the beam lowers the peak by about 0.15 eV. The collision law raises it by 0.55 eV for the illustrative exponent 1.6, but by less than 0.15 eV for exponents between about 1.87 and 2, so which effect is larger depends on the real exponent, which is not determined here. An error in \(U\) shifts the peak in proportion. Electronic stopping, bulk binding losses, crystal order and surface roughness are not included, and their effects have not been estimated.

## Numbers as computed

```
Binding energy U (rough input): 4.4 eV
Argon ion energy: 500 eV
Masses Ar, Co: 39.95, 58.93 u
Largest energy transfer fraction: 0.9632
Largest recoil energy e_max: 481.6 eV
Ratio r = e_max/U: 109.4
-- planar barrier, no ceiling
Peak energy: 2.200 eV = 0.5000 U
Spectrum at its peak: 0.06734 per eV
Speed of a Co atom at the peak energy: 2.68 km/s
Energy at the peak of the speed spectrum: 4.40 eV
Speed at that peak: 3.80 km/s
Median, formula: 10.62 eV
Median, sampled rays: 10.63 eV
Escaping share of outward flux above U: 0.4999
Largest gap, sampled to formula CDF: 0.00101
Mean exit cosine, E<U, U to 5U, >5U: 0.6671, 0.6674, 0.6663
Planar: rays in 0-0.1U, 0.4-0.5U: 8331, 29526
Direction-blind: same two bins: 182253, 94971
-- one atom leaving with the peak energy
Energy inside: 6.60 eV
Half-angle of escape cone: 35.26 deg
Share of outward flux in cone: 0.3333
Angle inside, outside: 20.0, 36.3 deg
-- with the ceiling e_max
Median: 10.30 eV
Mean: 28.8 eV
Share above 50 eV: 14.0 %
-- simulated cascade, atoms per primary above a level
Above 4.4 eV: 217.81, formula 217.90
Above 13.2 eV: 71.99, formula 71.97
Above 44.0 eV: 20.89, formula 20.89
Above 132.0 eV: 6.32, formula 6.30
-- neglected effects
Mean inward cosine at peak: 0.117
Beam memory, yield factor E<2U, simulated: 0.645
Beam memory, same factor, formula: 0.655
Beam memory, peak energy: 2.06 eV
Beam memory, median (simulated): 6.9 eV
Half-space, yield factor: 0.83
Half-space, median: 11.1 eV
Half-space, mean exit cosine: 0.679
Internal exponent 1.6, peak: 2.75 eV
Gas pressure: 0.1 mTorr at 300 K
Gas cross-section (rough): 0.3 nm2
Mean free path in gas: 104 cm
Atoms that collide in 20 cm: 18 %
```
